# Contact and pseudocontact shifts of a nucleus near a paramagnetic ion, part 3

A nucleus at \((r,\theta,\phi)\) from a lanthanide ion in a tumbling molecule has paramagnetic shift \(\delta\), \(\omega=\gamma B(1+\delta)\). Units are SI, with level energies in cm⁻¹; \(\beta=1/kT\), \(\mu_B/k=0.67171\) K/T. The contact coupling is \(A\,\mathbf I\cdot\mathbf S\); \(A/\hbar\gamma=0.02349\) T for a proton with \(A/h=1\) MHz (part (c)). A program tests the results.

The susceptibility per ion (m³), with mean \(\bar\chi\), is
\[
\chi_{ab}=\mu_0\sum_{nm}(\mu_a)_{nm}(\mu_b)_{mn}\,w_{nm},\qquad w_{nm}=\frac{p_n-p_m}{E_m-E_n}, \tag{8}
\]
with populations \(p_n\), and \(w_{nm}=\beta p_n\) for degenerate levels. For hyperfine field \(\langle b_a\rangle=\sum_b\kappa_{ab}B_b\),
\[
\delta=\tfrac13\operatorname{Tr}\kappa. \tag{9}
\]
The dipolar part is \(\kappa=T\chi/4\pi r^3\), \(T_{ac}=3\hat r_a\hat r_c-\delta_{ac}\). With \(\Delta\chi_{\rm ax}=\chi_{zz}-\tfrac12(\chi_{xx}+\chi_{yy})\), \(\Delta\chi_{\rm rh}=\chi_{xx}-\chi_{yy}\),
\[
\delta_{\rm pcs}=\frac{1}{12\pi r^3}\Big[\Delta\chi_{\rm ax}(3\cos^2\theta-1)+\tfrac32\Delta\chi_{\rm rh}\sin^2\theta\cos2\phi\Big]. \tag{11}
\]
Alignment adds \(+\beta B^2\bar\chi/5\mu_0\) relative to (11).

In an isolated multiplet, \(\mathbf S=\sigma_J\mathbf J\), \(\boldsymbol\mu=-g_J\mu_B\mathbf J\), \(g_J=1+(g_e-1)\sigma_J\), \(N=2J+1\), \(X=J(J+1)\), \(\Lambda=L(L+1)\), \(K=X(4X-3)\), and
\[
\delta_{\rm con}=\frac{A}{\hbar\gamma}\,\frac{\sigma_J\,\bar\chi}{g_J\mu_B\mu_0}. \tag{13}
\]
\[
\chi_{\rm C}=\frac{\mu_0g_J^2\mu_B^2X}{3kT},\qquad\delta_{\rm con}=\frac{A}{\hbar\gamma}\,\frac{\mu_B}{3kT}\,g_J\sigma_JX. \tag{14}
\]
The crystal field \(H=H_2+H_4+H_6\) (by rank) has \(H_2=\sum_cD_cJ_c^2\), \(D_x=B_{22}-B_{20}\), \(D_y=-B_{22}-B_{20}\), \(D_z=2B_{20}\). With \(\langle\cdot\rangle_0=\operatorname{Tr}(\cdot)/N\), \(\langle H_2J_a^2\rangle_0=D_aK/30\) and
\[
\frac{\chi_{ab}}{\mu_0g_J^2\mu_B^2}=\frac{\beta X}{3}\delta_{ab}-\frac{\beta^2}2\langle H\{J_a,J_b\}\rangle_0+\beta^3\Big[\tfrac16\langle H^2\{J_a,J_b\}+HJ_aHJ_b\rangle_0-\tfrac16X\langle H^2\rangle_0\,\delta_{ab}\Big]+\dots \tag{15}
\]
\[
\chi^{(2)}_{aa}=-\frac{\mu_0g_J^2\mu_B^2K}{30(kT)^2}D_a. \tag{16}
\]
\[
\Delta\chi_{\rm ax}=-\frac{\mu_0g_J^2\mu_B^2K}{10(kT)^2}B_{20},\qquad\Delta\chi_{\rm rh}=-\frac{\mu_0g_J^2\mu_B^2K}{15(kT)^2}B_{22}. \tag{17}
\]
Bleaney's law is
\[
\delta_{\rm pcs}=-\frac{\mu_0}{4\pi}\,\frac{g_J^2\mu_B^2K}{30(kT)^2r^3}\Big[B_{20}(3\cos^2\theta-1)+B_{22}\sin^2\theta\cos2\phi\Big]. \tag{18}
\]
\[
\frac{\bar\chi}{\chi_{\rm C}}=1-\frac{\beta^2}{12X}\sum_kk(k+1)\langle H_k^2\rangle_0+\dots \tag{19}
\]

The field on the electrons is \(\sum_i[a_{20}(3\cos^2\vartheta_i-1)+a_{22}\sin^2\vartheta_i\cos2\varphi_i]\) plus higher ranks; \(c=\cos\vartheta_i\). Then \(B_{2q}=\alpha_Ja_{2q}\), with \(\alpha_J=0.031746\) for Yb³⁺. The ion factor \(C_J=g_J^2\alpha_JK\), scaled to \(-100\) for Dy³⁺, is \(+21.6\) for Yb³⁺ and \(+0.5\) for Sm³⁺; \(g_J\sigma_JX\) is \(2.57\) and \(-1.78\).

The closing list also includes earlier checks: point-dipole errors for an f shell, and (for \(S=5/2\)) the contact shift from a model of electron jumps with time \(\tau\).

## (i) A worked case: Yb³⁺

**Problem.** Place Yb³⁺ in a model field with \(a_{20}=200\), \(a_{22}=100\), \(a_{40}=30\), \(a_{60}=10\) cm⁻¹, where \(a_{40}\) multiplies \(35c^4-30c^2+3\) and \(a_{60}\) multiplies \(231c^6-315c^4+105c^2-5\). A proton sits at \(r=5\) Å, \(\theta=30^\circ\), \(\phi=20^\circ\) and has \(A/h=0.1\) MHz. Find both shifts at 300 K from the leading-order laws, and compare with the full evaluation of (8) in the multiplet.

**Solution.** The parameters are round model values; the ion supplies \(J=\tfrac72\), \(X=15.75\), \(K=945\), \(g_J=1.1432\), \(\sigma_J=0.14286\) and \(\alpha_J\). Then \(B_{20}=0.031746\times200=6.3492\) cm⁻¹ and \(B_{22}=3.1746\) cm⁻¹. The four Kramers doublets lie at 0, 113.5, 193.3 and 255.4 cm⁻¹, against \(kT=208.51\) cm⁻¹. The total splitting exceeds \(kT\), so the series (15) is being used outside the region where its terms are guaranteed to fall quickly.

Equation (14) gives \(\chi_{\rm C}=17.903\times10^{-32}\) m³. Dividing (17) by \(\chi_{\rm C}\), with \(K/X=60\),
\[
\frac{\Delta\chi_{\rm ax}}{\chi_{\rm C}}=-\frac{3K}{10X}\beta B_{20}=-18\times\frac{6.3492}{208.51}=-0.5481,\qquad\frac{\Delta\chi_{\rm rh}}{\chi_{\rm C}}=-\frac{K}{5X}\beta B_{22}=-12\times\frac{3.1746}{208.51}=-0.1827 ,
\]
so \(\Delta\chi_{\rm ax}=-9.813\) and \(\Delta\chi_{\rm rh}=-3.271\) in units of \(10^{-32}\) m³. The geometric factors are \(3\cos^2\theta-1=1.2500\), \(\sin^2\theta\cos2\phi=0.1915\) and \(1/12\pi r^3=2.1221\times10^{26}\) m⁻³. Equation (11) gives
\[
\delta_{\rm pcs}=2.1221\times10^{26}\,(-12.266-0.940)\times10^{-32}=-28.0\ \text{ppm}.
\]
The rhombic term is 7 % of the total at this position.

The full evaluation of (8) gives \(\chi_{xx},\chi_{yy},\chi_{zz}=18.813,\ 22.770,\ 11.615\), hence \(\Delta\chi_{\rm ax}=11.615-20.79=-9.176\) and \(\Delta\chi_{\rm rh}=-3.957\), and \(\delta_{\rm pcs}=2.1221\times(-11.470-1.137)=-26.75\) ppm. The program tests (8), (11) and (13) together against a calculation that diagonalizes the Hamiltonian in a field of 0.02 T for a grid of directions and averages the projected hyperfine field over states and orientations; the two agree within a relative tolerance of \(10^{-6}\), for Yb³⁺ and for Dy³⁺. Relative to the exact values, Bleaney's law is 7 % too large in magnitude for \(\Delta\chi_{\rm ax}\) and 17 % too small for \(\Delta\chi_{\rm rh}\). The two errors have opposite signs, so the 5 % error of the shift relative to the exact value depends on where the nucleus is: on the axis it would be the 7 % of the axial part.

| \(T\) (K) | Bleaney | through \(T^{-3}\) | exact | exact/Bleaney |
|---|---|---|---|---|
| 200 | −63.05 | −63.51 | −56.68 | 0.899 |
| 300 | −28.02 | −28.16 | −26.75 | 0.955 |
| 400 | −15.76 | −15.82 | −15.37 | 0.975 |

The shifts are in ppm. The table shows that adding the \(T^{-3}\) term moves the shift slightly away from the exact value. At 300 K this term changes \(\Delta\chi_{\rm ax}\) from \(-9.813\) to \(-9.672\) and \(\Delta\chi_{\rm rh}\) from \(-3.271\) to \(-4.105\), both in the direction of the exact values. In the shift these changes enter as \(+0.141\times1.25=+0.176\) and \(-0.834\times1.5\times0.1915=-0.240\), which nearly cancel and leave \(-0.13\) ppm. What remains is of fourth and higher order: the differences between the exact and third-order columns are 6.83, 1.41 and 0.45 ppm, with ratios 4.8 and 3.1, close to \((3/2)^4=5.1\) and \((4/3)^4=3.2\). The smallness of the axial third-order term is, as a conjecture, a partial cancellation among the products of \(B_{20}\), \(B_{22}\) and the higher-rank parameters in (15); the program does not separate them. The local exponent \(d\ln|\delta_{\rm pcs}|/d\ln T\) at 300 K is \(-1.90\), so a measured exponent close to \(-2\) is compatible with component errors of the size found above.

For the contact shift, \(A/\hbar\gamma=0.002349\) T, a tenth of the value in part (c), and (14) gives \(0.002349\times2.572\times0.67171/(3\times300)=4.51\) ppm. The exact mean susceptibility is 17.733, and (13) scales the shift by \(17.733/17.903\) to 4.47 ppm, a decrease of about 1 % relative to the Curie value. The sign agrees with (19). Its rank-2 part follows from \(\langle H_2^2\rangle_0=\sum_cD_c\langle H_2J_c^2\rangle_0=(K/30)\sum_cD_c^2\). With \(D=(-3.17,-9.52,12.70)\) cm⁻¹, \(\sum D_c^2=262\) cm⁻², \(\langle H_2^2\rangle_0=31.5\times262=8.25\times10^3\) cm⁻², and the correction is \(-6\times8.25\times10^3/(12\times15.75\times208.51^2)=-0.6\) %. Ranks 4 and 6 add terms of the same sign at this order. The Curie law for the contact shift is more accurate than Bleaney's law for the pseudocontact shift in this example: 1 % against 5 %, each relative to the exact value for the isolated multiplet. The excited multiplet of Yb³⁺ changes the contact shift by a further amount of similar size and opposite sign, as shown in part (j). The order of the first correction does not account for this here, because the term of relative order \(\beta H\) changes \(\delta_{\rm pcs}\) by only \(-0.13\) ppm, and the 5 % comes from fourth and higher order, which starts at relative order \((\beta H)^2\) like the correction in (19).

The total paramagnetic shift is \(-22.3\) ppm, which for a proton at 10 T is \(-9.5\) kHz. At that field, saturation and alignment together change \(\delta_{\rm pcs}\) by \(-7\times10^{-4}\) relative to the linear-response value, and the program tests the \(B^2\) scaling between 1 and 2 T. The alignment estimate of part (e), with \(\bar\chi\approx\chi_{\rm C}\), is \(\tfrac15(\beta g_J\mu_BB)^2X/3=\tfrac15(1.1432\times0.67171\times10/300)^2\times5.25=+7\times10^{-4}\). The net value then implies a saturation part that is negative and roughly twice as large; this split is an inference from a leading-order estimate and is not computed separately.

For Dy³⁺ in the same field and geometry the total splitting is 240.7 cm⁻¹, Bleaney's law gives \(+129.8\) ppm, as the ratio \(-100/21.6\) of the \(C_J\) requires, and the exact value is \(+145.1\) ppm, 12 % larger relative to the Bleaney value. The deviation has the opposite sense to that of Yb³⁺. The Dy/Yb ratio is \(-5.4\) in the exact calculation and \(-4.6\) from \(C_J\), so for these two ions in this model field at 300 K the \(C_J\) give the right signs and a ratio 15 % smaller in magnitude than the exact one.

## (j) Beyond Bleaney's assumptions

**Problem.** Find how the temperature law changes (i) when excited multiplets lie at a finite gap \(\Delta\gg kT\), (ii) for Eu³⁺, and (iii) when \(kT\) is small against the crystal-field splitting of a Kramers ion.

**Solution.** (i) In the full \(LS\) term \(\boldsymbol\mu=-\mu_B[\mathbf J+(g_e-1)\mathbf S]\). \(\mathbf J\) has no elements between multiplets, but \(\mathbf S\) connects \(J\) to \(J'=J\pm1\), and so does the crystal field \(V\). Let \(P\) and \(P'\) project on the two multiplets. Two new contributions to (8) are linear in \(V\) and of first order in \(1/\Delta\). First, a ground state \(|n\rangle\) acquires the admixture \(-P'V|n\rangle/\Delta\), which adds \(-(g_e-1)P(S_aP'V+VP'S_a)P/\Delta\) to the operator \(g_JJ_a\) within the ground multiplet. In the Curie term, with \(w=\beta/N\), this gives a change proportional to \((\beta/\Delta)\operatorname{Tr}[J_b(S_aP'V+VP'S_a)]\), which for a rank-2 field is a symmetric traceless tensor in \(a,b\). Second, the pairs with \(n\) in \(P\) and \(m\) in \(P'\) have \(w_{nm}\approx p_n/\Delta\) with \(p_n\approx(1-\beta E_n)/N\), and the \(E_n\) part gives a term proportional to \((\beta/\Delta)\operatorname{Tr}(PVP\,S_aP'S_b)\). Both are anisotropic and of order \(V/(kT\,\Delta)\). The pseudocontact shift therefore acquires a \(T^{-1}\) term whose size relative to (18) is \(kT/\Delta\) times an ion-dependent number. The program tests both scalings for \(4f^{13}\), with the term Hamiltonian \(\lambda\,\mathbf L\cdot\mathbf S+V\): the change of \(\Delta\chi_{\rm ax}\) halves when the gap is doubled, and halves when a high temperature is doubled at a still larger gap. With a gap of \(10^4\) cm⁻¹, the rough size for Yb³⁺, the shift of part (i) goes from \(-26.75\) to \(-26.69\) ppm, a change of 0.2 % relative to the isolated multiplet, while \(kT/\Delta=0.02\). At 300 K, where \(V\) is comparable to \(kT\), this change also contains terms of higher order in \(V\), such as those from the level shifts of order \(V^2/\Delta\), so it does not measure the coefficient of the \(T^{-1}\) term.

The contact shift changes even without a crystal field. In the response of \(\mathbf S\), the pairs with one state in \(P\) and one in \(P'\) have \(w\approx1/N\Delta\), and \(\sum_a\operatorname{Tr}(PS_aP'S_a)/N=S(S+1)-\sigma_J^2X\), the part of \(\mathbf S^2\) that leaves the multiplet. The factor \(g_J\sigma_JX\) in (14) therefore gains \(2(g_e-1)(kT/\Delta)[S(S+1)-\sigma_J^2X]\), which is positive and gives a temperature-independent shift. For Yb³⁺ it is \(2\times1.0023\times0.02085\times0.4286=0.018\), or \(+0.7\) % of 2.57. For Sm³⁺, with a gap of roughly \(10^3\) cm⁻¹, it is \(2\times1.0023\times0.2085\times4.286=1.79\), as large as the tabulated \(-1.78\).

(ii) For Eu³⁺ the ground level has \(J=0\), no moment, and \(C_J=0\), so (18) predicts nothing. With \(H=\lambda\,\mathbf L\cdot\mathbf S=\tfrac\lambda2[X-\Lambda-S(S+1)]\) the \(J=1\) level lies at \(\lambda\). For a round model value \(\lambda=400\) cm⁻¹, only about twice \(kT\) at 300 K, the multiplet is not isolated: the field mixes \(J=1\) into \(J=0\) through \(\mathbf S\), the crystal field splits \(J=1\) and makes the denominators in (8) depend on direction, it also mixes \(J=2\) into \(J=0\) at the same first order in \(V\), and \(J=1\) is itself populated. In the field and geometry of part (i), (8) evaluated in the whole term gives \(\Delta\chi_{\rm ax}=-1.82\times10^{-32}\) m³ and \(\delta_{\rm pcs}=-5.3\) ppm, a fifth of the Yb³⁺ value and of the same sign. The same caution applies to Sm³⁺, whose small \(g_J=0.284\) suppresses \(C_J\), so that corrections carrying \(g_e-1\) in place of \(g_J\) weigh more against it and can outweigh it; the sign of \(C_J\) for Sm³⁺ in the table need not be the sign of the shift. In such cases \(\mathbf S\) is no longer proportional to \(\boldsymbol\mu\), and (13) and (14) fail along with (18); equations (8), (9) and (11) remain valid.

(iii) When only the lowest Kramers doublet is populated, \(p=\tfrac12\) for each of its states. Pairs within the doublet have \(w=\beta/2\). The projection of \(\mu_a\) on the doublet is a traceless \(2\times2\) matrix, since time reversal exchanges the two states and reverses the moment, and its eigenvalues are written \(\pm g_a\mu_B/2\). The trace of its square is \(g_a^2\mu_B^2/2\). Pairs with one excited state have \(w=1/2(E_m-E_n)\), independent of \(T\). When symmetry fixes the principal axes, as in the model field used here,
\[
\chi_{aa}=\frac{\mu_0\mu_B^2g_a^2}{4kT}+\text{const},
\]
and (11) gives a shift proportional to \([g_z^2-\tfrac12(g_x^2+g_y^2)](3\cos^2\theta-1)+\tfrac32(g_x^2-g_y^2)\sin^2\theta\cos2\phi\) over \(T\), plus a constant. The factor \(\tfrac14\) is \(S(S+1)/3\) for an effective spin \(\tfrac12\), and the axial case is the McConnell–Robertson form. The program tests the \(T^{-1}\) coefficient from the difference of \(\chi\) at two temperatures of order 1 K. For Yb³⁺ with the rank-2 part of the model field alone, \(g_x,g_y,g_z=0.80,\ 7.51,\ 0.43\). The large value along \(y\) follows from the signs of \(D\): \(D_y=-9.52\) cm⁻¹ is the most negative, so the lowest states have large \(|J_y|\), and \(g_y\) approaches the limit \(2g_JJ=2\times1.1432\times3.5=8.0\) of a pure \(M_y=\pm\tfrac72\) doublet. The easy axis is the one that (16) also favours at high temperature. In linear response, and for an isolated multiplet, the pseudocontact shift of a Kramers lanthanide thus passes from \(T^{-1}\), when an anisotropic doublet alone is populated, to \(T^{-2}\), when the whole multiplet is populated almost evenly and its \(T^{-1}\) term has become isotropic. Linear response requires \(g_a\mu_BB\ll kT\). For \(g_y=7.51\) at 10 T, \(g_y\mu_BB/k\) is already 50 K, so at low temperature the \(T^{-1}\) law needs a weaker field. In a frozen sample the molecules do not tumble, and the shift depends on the field direction through \(\sum_{ab}n_a\kappa_{ab}n_b\) with \(\kappa=T\chi/4\pi r^3\); (11) is then its average over equally likely orientations.

## Values computed for the example and the checks

```
g_e = 2.00232, gamma_H = 2.67522e+08 rad/s/T, kT(300 K) = 208.51 cm^-1
muB/k = 0.67171 K/T, mu0 muB^2 = 1.08080e-52 J m^3
point dipole rel. error, f m=3, rms 0.5 A, 5 A: orbit -0.0066, spin -0.0198
S=2.5, A/h=1.0 MHz, 300 K: A/(hbar gamma) = 0.02349 T
  <Sz>/B = -0.01308 1/T
  contact: formula 307.12 ppm, jump model (tau 1e-11 s, 1 T) 307.11 ppm
ion  J    gJ      alpha_J     K       C_J(Dy=-100)  gJ*sigma*X (all dimensionless)
Ce  2.5  0.8568  -0.057143    280.0     -6.5  -1.071
Pr  4.0  0.7995  -0.021010   1540.0    -11.4  -3.198
Nd  4.5  0.7266  -0.006428   2376.0     -4.4  -4.905
Pm  4.0  0.5991  +0.007713   1540.0     +2.3  -4.793
Sm  2.5  0.2841  +0.041270    280.0     +0.5  -1.775
Tb  6.0  1.5012  -0.010101   6930.0    -86.9  +31.524
Dy  7.5  1.3341  -0.006349  16065.0   -100.0  +28.350
Ho  8.0  1.2506  -0.002222  20520.0    -39.3  +22.510
Er  7.5  1.2005  +0.002540  16065.0    +32.4  +15.306
Tm  6.0  1.1671  +0.010101   6930.0    +52.5  +8.169
Yb  3.5  1.1432  +0.031746    945.0    +21.6  +2.572
model A20<r2>, A22<r2>, A40<r4>, A60<r6> (cm^-1): 200.0 100.0 30.0 10.0
proton r = 5.0 A, theta = 30 deg, phi = 20 deg, A/h = 0.1 MHz
3cos^2-1 = 1.2500, sin^2 cos2phi = 0.1915, 1/(12 pi r^3) = 2.1221e+26 m^-3
Yb B20 = 6.3492, B22 = 3.1746 cm^-1, sigma_J = 0.14286
Yb doublets (cm^-1): 0.0 113.5 193.3 255.4
Yb 300 K chi xx, yy, zz (1e-32 m^3): 18.813 22.77 11.615
Yb 300 K chi mean 17.733, Curie 17.903 (1e-32 m^3)
Yb 300 K Bleaney: dax -9.813, drh -3.271 (1e-32 m^3)
Yb 300 K to T^-3: dax -9.672, drh -4.105 (1e-32 m^3)
Yb 300 K exact: dax -9.176, drh -3.957 (1e-32 m^3)
Yb PCS 200 K: Bleaney -63.05, to T^-3 -63.51, exact -56.68 ppm, exact/Bleaney 0.899
Yb PCS 300 K: Bleaney -28.02, to T^-3 -28.16, exact -26.75 ppm, exact/Bleaney 0.955
Yb PCS 400 K: Bleaney -15.76, to T^-3 -15.82, exact -15.37 ppm, exact/Bleaney 0.975
Yb local exponent dln|PCS|/dlnT at 300 K = -1.903
Yb contact 300 K: Curie 4.509 ppm, exact 4.466 ppm
Yb total 300 K = -22.29 ppm = -9.49 kHz at 10 T
Yb PCS rel. change at 10 T (saturation + alignment) = -7.37e-04
Yb PCS with J mixing, gap 10000 cm^-1 = -26.69 ppm
Dy total splitting = 240.7 cm^-1
Dy PCS 300 K: Bleaney 129.76, exact 145.07 ppm
Eu, gap 400 cm^-1, 300 K: dax -1.823 (1e-32 m^3), PCS -5.29 ppm
Yb ground doublet gx, gy, gz (rank-2 field only): 0.796 7.508 0.427
```
